**Two-Bessel compensation shape functions: edge conditions, unit multipole and transform**

The program tests the shape function g_l(r) = a1 j_l(q1 r) + a2 j_l(q2 r), confined to r ≤ R, where q1 R and q2 R are the first two positive zeros of the spherical Bessel function j_l. Its radial transform is G_l(q) = j_l(qR) / [R^l (1 − q²/q1²)(1 − q²/q2²)]. For l = 0 to 4 the program asserts that the value and first two derivatives vanish at R within rounding, that the third derivative has the derived value, that the multipole is one, and that g_l is positive on a radial grid. It compares the closed transform with quadrature, including the removable points and the small-q and large-q limits, and for l = 0 to 3 with a full three-dimensional integral. A root search for l = 1 and 2 with free wave numbers finds 32 distinct solution pairs, all on zeros of j_l. For R = 1.5 bohr and l = 0, 1, 2, the Coulomb self-energies from real and reciprocal space agree, at 8.1449, 2.9900 and 1.5070 hartree. Using zeros of the derivative of j_l instead leaves a finite second derivative at R, shown for l = 2.

## Verification by program

```python
# Result under test: the compensation shape function
#   g_l(r) = a1 j_l(q1 r) + a2 j_l(q2 r)  for r <= R, zero outside,
# has g = g' = g'' = 0 at R and unit multipole int r^(l+2) g dr = 1
# exactly when x_i = q_i R are distinct zeros of j_l and
#   a1 = x1 x2^2 / (R^(l+3) (x1^2 - x2^2) j_l'(x1)),  a2 by exchange.
# Its radial transform G_l(q) = int r^2 j_l(q r) g_l(r) dr equals
#   j_l(q R) / (R^l (1 - q^2/q1^2) (1 - q^2/q2^2)).
# Hartree atomic units; j_l is the spherical Bessel function.
import numpy as np
import mpmath as mp
from scipy.optimize import brentq, root
from scipy.special import spherical_jn, eval_legendre, factorial2

mp.mp.dps = 30
R = 1.5
NODES, WEIGHTS = np.polynomial.legendre.leggauss(300)


def gauss(a, b):
    return 0.5 * (b - a) * NODES + 0.5 * (a + b), 0.5 * (b - a) * WEIGHTS


def first_two_zeros(f, start):
    found, x = [], start
    while len(found) < 2:
        if f(x) * f(x + 0.1) < 0:
            found.append(brentq(f, x, x + 0.1, xtol=1e-14, rtol=1e-14))
        x += 0.1
    return np.array(found)


def coefficients(l, x):
    d = spherical_jn(l, x, derivative=True)
    x1, x2 = x
    a1 = x1 * x2**2 / (R**(l + 3) * (x1**2 - x2**2) * d[0])
    a2 = x2 * x1**2 / (R**(l + 3) * (x2**2 - x1**2) * d[1])
    return np.array([a1, a2])


def shape(l, x, a, r):
    return sum(a[i] * spherical_jn(l, x[i] * r / R) for i in range(2))


def transform_formula(l, x, q):
    y = q * R
    return spherical_jn(l, y) / (
        R**l * (1 - (y / x[0])**2) * (1 - (y / x[1])**2))


def transform_quadrature(l, x, a, q):
    r, w = gauss(0.0, R)
    return np.sum(w * r**2 * spherical_jn(l, q * r) * shape(l, x, a, r))


def edge_derivative(l, x, a, order):
    # numerical derivative at R of the inner function, high precision
    def g(r):
        total = mp.mpf(0)
        for i in range(2):
            z = mp.mpf(float(x[i])) * r / mp.mpf(R)
            total += mp.mpf(float(a[i])) * mp.sqrt(
                mp.pi / (2 * z)) * mp.besselj(l + mp.mpf(1) / 2, z)
        return total
    return float(mp.diff(g, mp.mpf(R), order))


zeros, coeffs, third = {}, {}, {}
worst_edge = worst_moment = worst_transform = 0.0
r_in, w_in = gauss(0.0, R)
for l in range(5):
    x = first_two_zeros(lambda t: spherical_jn(l, t), l + 0.5)
    a = coefficients(l, x)
    zeros[l], coeffs[l] = x, a
    # smoothness at the radius
    third[l] = edge_derivative(l, x, a, 3)
    third_formula = -(x[0] * x[1])**2 / R**(l + 6)
    assert abs(third[l] / third_formula - 1) < 1e-8
    for n in range(3):
        size = abs(edge_derivative(l, x, a, n)) * R**(n - 3)
        worst_edge = max(worst_edge, size / abs(third[l]))
    # unit multipole by quadrature
    moment = np.sum(w_in * r_in**(l + 2) * shape(l, x, a, r_in))
    worst_moment = max(worst_moment, abs(moment - 1))
    # positivity inside the sphere
    assert np.all(shape(l, x, a, np.linspace(0.001, 0.999, 2000) * R) > 0)
    # transform from its definition against the closed form
    for q in (0.3, 1.1, 2.0, 3.7, 7.9, 15.3):
        exact = transform_quadrature(l, x, a, q)
        error = abs(transform_formula(l, x, q) - exact)
        worst_transform = max(worst_transform, error)
    # removable points q = q1 and q = q2
    for i in range(2):
        slope = spherical_jn(l, x[i], derivative=True)
        limit = -x[i] * slope / (2 * R**l * (1 - (x[i] / x[1 - i])**2))
        direct = transform_quadrature(l, x, a, x[i] / R)
        assert abs(limit - direct) < 1e-11
    # small-q limit carries the unit multipole
    q = 1e-3
    ratio = transform_quadrature(l, x, a, q) * factorial2(2 * l + 1) / q**l
    assert abs(ratio - 1) < 1e-5
    # large-q envelope, from quadrature
    qs = np.linspace(100, 105, 400)
    tail = max(abs(transform_quadrature(l, x, a, q)) * q**5 for q in qs)
    envelope = (x[0] * x[1])**2 / R**(l + 5)
    assert abs(tail / envelope - 1) < 0.03  # finite-q corrections
assert worst_edge < 1e-10
assert worst_moment < 1e-11
assert worst_transform < 1e-11


# Necessity: solve the three edge conditions with free x, y and mixing
# angle, and see whether every nontrivial solution sits on zeros of j_l.
def edge_conditions(v, l):
    total = np.zeros(3)
    for z, c in ((v[0], np.cos(v[2])), (v[1], np.sin(v[2]))):
        j = spherical_jn(l, z)
        d = spherical_jn(l, z, derivative=True)
        lower = spherical_jn(l - 1, z, derivative=True)
        dd = lower + (l + 1) * j / z**2 - (l + 1) * d / z
        total += c * np.array([j, z * d, z**2 * dd])
    return total


rng = np.random.default_rng(3)
pairs = set()
for l in (1, 2):
    for trial in range(200):
        start = [*rng.uniform(2, 16, 2), rng.uniform(0, np.pi)]
        s = root(edge_conditions, start, args=(l,), tol=1e-13)
        u, v = sorted(s.x[:2])
        if np.max(np.abs(s.fun)) < 1e-11 and 1 < u < v - 0.5 and v < 60:
            assert max(abs(spherical_jn(l, np.array([u, v])))) < 1e-7
            pairs.add((l, round(u, 3), round(v, 3)))
assert len(pairs) >= 4

# Full three-dimensional transform for m = 0 and an oblique q
u, wu = np.polynomial.legendre.leggauss(40)
r3, w3 = np.polynomial.legendre.leggauss(40)
r3, w3 = 0.5 * R * (r3 + 1), 0.5 * R * w3
phi = 2 * np.pi * np.arange(40) / 40
q, cos_q = 2.0, 0.9
sin_q = np.sqrt(1 - cos_q**2)
for l in range(4):
    x, a = zeros[l], coeffs[l]
    norm = np.sqrt((2 * l + 1) / (4 * np.pi))
    direction = (u[:, None] * cos_q
                 + np.sqrt(1 - u[:, None]**2) * sin_q * np.cos(phi))
    wave = np.exp(-1j * q * r3[:, None, None] * direction)
    angular = wave.sum(axis=2) * 2 * np.pi / 40
    full = np.einsum('r,u,ru->', w3 * r3**2 * shape(l, x, a, r3),
                     wu * norm * eval_legendre(l, u), angular)
    closed = (4 * np.pi * (-1j)**l * transform_formula(l, x, q)
              * norm * eval_legendre(l, cos_q))
    assert abs(full - closed) < 1e-10


# Coulomb self-energy of g_l Y_lm, in real and in reciprocal space
def energy_real(l):
    x, a = zeros[l], coeffs[l]
    total = 0.0
    for r, w in zip(r_in, w_in):
        s, ws = gauss(0.0, r)
        inner = np.sum(ws * s**(l + 2) * shape(l, x, a, s))
        total += w * r**(1 - l) * shape(l, x, a, r) * inner
    return 4 * np.pi / (2 * l + 1) * total


def energy_reciprocal(l, low, high):
    edges = np.linspace(low, high, 11)
    total = 0.0
    for b, e in zip(edges[:-1], edges[1:]):
        k, w = gauss(b, e)
        total += np.sum(w * transform_formula(l, zeros[l], k)**2)
    return 4 * total


# Alternative with zeros of j_l': value and slope vanish, curvature stays
l = 2
x_alt = first_two_zeros(lambda t: spherical_jn(l, t, derivative=True), 0.5)
a_alt = np.array([1.0, -spherical_jn(l, x_alt[0])
                  / spherical_jn(l, x_alt[1])])
a_alt /= np.sum(w_in * r_in**(l + 2) * shape(l, x_alt, a_alt, r_in))
curvature = edge_derivative(l, x_alt, a_alt, 2)
assert abs(edge_derivative(l, x_alt, a_alt, 0)) < 1e-10
assert abs(edge_derivative(l, x_alt, a_alt, 1)) < 1e-10
assert abs(curvature) > 1e-2

print(f"radius R = {R:.2f} bohr")
print(f"largest scaled edge residual, l=0..4: {worst_edge:.1e}")
print(f"largest multipole error, l=0..4: {worst_moment:.1e}")
print(f"largest transform error, l=0..4 (a.u.): {worst_transform:.1e}")
print(f"distinct solution pairs found by root search: {len(pairs)}")
for l in range(3):
    x, a = zeros[l], coeffs[l]
    e_real = energy_real(l)
    e_rec = energy_reciprocal(l, 0.0, 100.0)
    assert abs(e_real / e_rec - 1) < 1e-8
    f6 = energy_reciprocal(l, 6.0, 100.0) / e_rec
    f10 = energy_reciprocal(l, 10.0, 100.0) / e_rec
    print(f"l={l}: zeros x1, x2 = {x[0]:.6f}, {x[1]:.6f}")
    print(f"l={l}: q1, q2 = {x[0]/R:.6f}, {x[1]/R:.6f} bohr^-1")
    print(f"l={l}: a1, a2 = {a[0]:.6f}, {a[1]:.6f} bohr^-{l+3}")
    print(f"l={l}: g'''(R) inside = {third[l]:.5f} bohr^-{l+6}")
    print(f"l={l}: g(R/2) = {shape(l, x, a, R/2):.6f} bohr^-{l+3}")
    print(f"l={l}: G(2 bohr^-1), formula = "
          f"{transform_formula(l, x, 2.0):.8f} bohr^-{l}")
    print(f"l={l}: G(2 bohr^-1), quadrature = "
          f"{transform_quadrature(l, x, a, 2.0):.8f} bohr^-{l}")
    print(f"l={l}: self-energy, real space = {e_real:.6f} hartree")
    print(f"l={l}: self-energy, reciprocal = {e_rec:.6f} hartree")
    print(f"l={l}: energy fraction beyond q=6 bohr^-1 = {f6:.2e}")
    print(f"l={l}: energy fraction beyond q=10 bohr^-1 = {f10:.2e}")
print(f"l=2, zeros of j_l': x1, x2 = {x_alt[0]:.6f}, {x_alt[1]:.6f}")
print(f"l=2, zeros of j_l': g''(R) = {curvature:.5f} bohr^-7")
print("tests ok")
```

It prints:

```
radius R = 1.50 bohr
largest scaled edge residual, l=0..4: 3.0e-15
largest multipole error, l=0..4: 1.0e-14
largest transform error, l=0..4 (a.u.): 7.7e-15
distinct solution pairs found by root search: 32
l=0: zeros x1, x2 = 3.141593, 6.283185
l=0: q1, q2 = 2.094395, 4.188790 bohr^-1
l=0: a1, a2 = 3.899103, 3.899103 bohr^-3
l=0: g'''(R) inside = -34.20676 bohr^-6
l=0: g(R/2) = 2.482246 bohr^-3
l=0: G(2 bohr^-1), formula = 0.69153263 bohr^-0
l=0: G(2 bohr^-1), quadrature = 0.69153263 bohr^-0
l=0: self-energy, real space = 8.144870 hartree
l=0: self-energy, reciprocal = 8.144870 hartree
l=0: energy fraction beyond q=6 bohr^-1 = 1.20e-05
l=0: energy fraction beyond q=10 bohr^-1 = 7.41e-08
l=1: zeros x1, x2 = 4.493409, 7.725252
l=1: q1, q2 = 2.995606, 5.150168 bohr^-1
l=1: a1, a2 = 6.174978, 6.077806 bohr^-4
l=1: g'''(R) inside = -70.52425 bohr^-7
l=1: g(R/2) = 3.586782 bohr^-4
l=1: G(2 bohr^-1), formula = 0.48962808 bohr^-1
l=1: G(2 bohr^-1), quadrature = 0.48962808 bohr^-1
l=1: self-energy, real space = 2.989990 hartree
l=1: self-energy, reciprocal = 2.989990 hartree
l=1: energy fraction beyond q=6 bohr^-1 = 1.73e-03
l=1: energy fraction beyond q=10 bohr^-1 = 2.12e-06
l=2: zeros x1, x2 = 5.763459, 9.095011
l=2: q1, q2 = 3.842306, 6.063341 bohr^-1
l=2: a1, a2 = 7.661082, 7.445729 bohr^-5
l=2: g'''(R) inside = -107.21187 bohr^-8
l=2: g(R/2) = 3.796468 bohr^-5
l=2: G(2 bohr^-1), formula = 0.20427976 bohr^-2
l=2: G(2 bohr^-1), quadrature = 0.20427976 bohr^-2
l=2: self-energy, real space = 1.506992 hartree
l=2: self-energy, reciprocal = 1.506992 hartree
l=2: energy fraction beyond q=6 bohr^-1 = 3.14e-02
l=2: energy fraction beyond q=10 bohr^-1 = 6.86e-06
l=2, zeros of j_l': x1, x2 = 3.342094, 7.289932
l=2, zeros of j_l': g''(R) = 17.37062 bohr^-7
tests ok
```
